# Overlap of polar TO and LO modes in cubic perovskites

## The argument under review

The manuscript considers a model cubic perovskite with three polar modes. Its transverse optical (TO) wavenumbers are 100, 200 and 500 cm$^{-1}$; its longitudinal optical (LO) wavenumbers are 195.8, 450.5 and 752.5 cm$^{-1}$. The argument runs as follows.

1. In order of frequency the modes alternate: TO1, LO1, TO2, LO2, TO3, LO3.
2. Therefore LO1 is the vibration TO1 stiffened by its own electric field, and likewise for the other two pairs.
3. Therefore the splitting within each pair measures the charge carried by that mode. The small splitting between 100 and 195.8 cm$^{-1}$ shows that the soft mode is the least polar of the three.

The first statement is correct. The question is whether the other two follow from it. They concern atomic displacements and charges, which the order of the frequencies alone does not reveal. The direct test is to compare eigenvectors; in the model below, their squared overlaps can also be calculated from the values of the frequencies.

## What the longitudinal field adds

Take an insulating cubic perovskite in the harmonic approximation, without damping, with electrons that follow the ions adiabatically. Let the wavevector $\mathbf q$ point along a cubic axis and tend to zero, while remaining large compared with $\omega/c$, so that retardation can be neglected. The macroscopic field is then parallel to $\mathbf q$.

Let $u_\kappa$ be the displacement of atom $\kappa$ along a cubic axis, $Z^*_\kappa$ its Born effective charge in units of $e$, and $V$ the cell volume. The mirror planes of the structure separate the three Cartesian directions. The polarization is $P=P_{\rm i}+P_{\rm e}$, where

$$P_{\rm i}=\frac{e}{V}\sum_\kappa Z^*_\kappa u_\kappa$$

is the polarization due to displacement at zero macroscopic field, and $P_{\rm e}=\varepsilon_0\chi E$ is the further electronic response to that field. The electronic permittivity is $\varepsilon_\infty=1+\chi$, with $\chi>0$.

For a transverse wave, $P$ is perpendicular to $\mathbf q$ and produces no macroscopic field. For a longitudinal wave, the absence of free charge requires $\varepsilon_0E+P=0$, hence $E=-P/\varepsilon_0$. The field energy per cell is $V\varepsilon_0E^2/2=VP^2/(2\varepsilon_0)$. Polarizing the electrons costs $VP_{\rm e}^2/(2\varepsilon_0\chi)$; this is the quadratic cost which, minimized together with $-VP_{\rm e}E$ in a given field, returns $P_{\rm e}=\varepsilon_0\chi E$. The energy added to the zero-field energy is therefore

$$\Delta U=\frac{V}{2\varepsilon_0}\left[\frac{P_{\rm e}^2}{\chi}+(P_{\rm i}+P_{\rm e})^2\right].$$

Minimizing over $P_{\rm e}$ gives $P_{\rm e}/\chi+P_{\rm i}+P_{\rm e}=0$, so that

$$P_{\rm e}=-\frac{\chi}{1+\chi}P_{\rm i},\qquad P_{\rm i}+P_{\rm e}=\frac{P_{\rm i}}{1+\chi}.$$

Substitution yields

$$\Delta U=\frac{VP_{\rm i}^2}{2\varepsilon_0}\,\frac{\chi+1}{(1+\chi)^2}
=\frac{e^2}{2\varepsilon_0\varepsilon_\infty V}\left(\sum_\kappa Z^*_\kappa u_\kappa\right)^2 .$$

This is the energy form of the nonanalytic term in density functional perturbation theory. It contains the square of a sum over all atoms, and this square will couple different TO modes.

## From five atoms to three modes

Let $e_{m\kappa}$ be the normalized, mass-weighted TO eigenvectors and $t_m=\omega_{{\rm TO},m}^2$. Write $\sqrt{M_\kappa}\,u_\kappa=\sum_m x_m e_{m\kappa}$ and define

$$\Omega_m=\frac{e}{\sqrt{\varepsilon_0\varepsilon_\infty V}}\sum_\kappa\frac{Z^*_\kappa e_{m\kappa}}{\sqrt{M_\kappa}} .$$

Then $e\sum_\kappa Z^*_\kappa u_\kappa=\sqrt{\varepsilon_0\varepsilon_\infty V}\sum_m\Omega_mx_m$, and the potential energy of longitudinal motion is

$$U=\frac12\sum_m t_mx_m^2+\frac12\left(\sum_m\Omega_mx_m\right)^2 .$$

Five atoms moving along one axis give five modes. In the acoustic mode all $u_\kappa$ are equal, and $\sum_\kappa Z^*_\kappa=0$ makes its $\Omega$ vanish. In the silent mode the two equivalent oxygen atoms beside the B–O axis move oppositely. It is the one combination that changes sign when a quarter turn exchanges these atoms, so it is an eigenvector, and their equal charges and masses cancel in $\Omega$. Three polar modes remain. They are numbered upwards in frequency, without counting the silent mode.

The longitudinal dynamical matrix in the polar TO basis is

$$D_{mk}=t_m\delta_{mk}+\Omega_m\Omega_k .$$

Statement 2 of the manuscript would require the off-diagonal elements $\Omega_m\Omega_k$ to be negligible. They are products of the same quantities that produce the splitting, so their effect must be compared with the separations of the $t_m$.

## Why the frequencies alternate

Let $\lambda$ be an eigenvalue of $D$ and $x_m$ its eigenvector. Row $m$ of the eigenvalue equation reads

$$(\lambda-t_m)x_m=\Omega_mS,\qquad S=\sum_k\Omega_kx_k .$$

Assume that the $t_m$ are distinct and the $\Omega_m$ nonzero. If $S$ were zero, $x$ could have only one nonzero component, and $S$ would then not vanish, a contradiction. Hence $S\ne0$, and the row equation also excludes $\lambda=t_m$. Division gives

$$x_m=\frac{\Omega_mS}{\lambda-t_m}.$$

Multiplying by $\Omega_m$, summing over $m$ and dividing by $S$ gives the condition $F(\lambda)=0$, with

$$F(\lambda)=1-\sum_m\frac{\Omega_m^2}{\lambda-t_m},\qquad
F'(\lambda)=\sum_m\frac{\Omega_m^2}{(\lambda-t_m)^2}>0 .$$

Just above each $t_m$ the function starts at $-\infty$. It rises to $+\infty$ at the next $t_m$, or to 1 above the last. Each of these intervals contains one zero. Below $t_1$ every term in the sum is negative, so $F>1$ and there is none. With $\lambda_j=\omega_{{\rm LO},j}^2$,

$$t_1<\lambda_1<t_2<\lambda_2<t_3<\lambda_3 .$$

The alternation is thus a property of any three charged, nondegenerate modes in this model. It holds whatever the eigenvectors are, and cannot identify them.

## What the eigenvectors say

The share of TO mode $m$ in LO mode $j$ is the squared overlap, obtained by normalizing $x_m$:

$$W_{mj}=\frac{\Omega_m^2/(\lambda_j-t_m)^2}{\sum_k\Omega_k^2/(\lambda_j-t_k)^2}.$$

Because the eigenvectors are mass-weighted, $W_{mj}$ is also the fraction of the kinetic energy of LO$j$ that belongs to the pattern TO$m$. Both sets are orthonormal, so the rows and columns of $W$ each sum to one.

The manuscript's frequencies are those of the model with $\Omega_1=650$, $\Omega_2=150$ and $\Omega_3=250$ cm$^{-1}$. Here frequencies are expressed as wavenumbers and their squares in cm$^{-2}$. Numerical diagonalization of $D$ gives the quoted LO values. For LO3, $\lambda_3=752.5^2\approx5.663\times10^5$, and the three numerators of $W_{m3}$ are, in cm$^2$,

$$\frac{650^2}{(5.563\times10^5)^2}=1.37\times10^{-6},\quad
\frac{150^2}{(5.263\times10^5)^2}=0.08\times10^{-6},\quad
\frac{250^2}{(3.163\times10^5)^2}=0.62\times10^{-6}.$$

Their sum is $2.07\times10^{-6}$, so LO3 is 66% TO1, 4% TO2 and 30% TO3. The full set of overlaps is

| | LO1 | LO2 | LO3 |
|---|---:|---:|---:|
| TO1 | 0.06 | 0.28 | 0.66 |
| TO2 | 0.94 | 0.02 | 0.04 |
| TO3 | 0.00 | 0.70 | 0.30 |

The softest TO pattern is found mainly in the highest LO mode. Statement 2 fails for all three pairs. Nor should it be replaced by a strict new pairing: LO2 and LO3 are both substantial mixtures of TO1 and TO3.

LO1 is nearly TO2, yet it lies slightly below it. The condition $F(\lambda_1)=0$, solved for the TO2 term, shows why:

$$\lambda_1-t_2=\frac{\Omega_2^2}{1-\dfrac{\Omega_1^2}{\lambda_1-t_1}-\dfrac{\Omega_3^2}{\lambda_1-t_3}}
\approx\frac{2.25\times10^4}{1-14.9+0.3}\approx-1.7\times10^3\ {\rm cm}^{-2}.$$

The denominator is the permittivity, relative to $\varepsilon_\infty$, supplied by the electrons and the other two modes. This reading follows from the response derived in the next section. Near 196 cm$^{-1}$ the strong TO1 response makes it negative, so the field reduces the restoring force on TO2 instead of increasing it.

## The charge of the soft mode

Statement 3 identifies $\lambda_m-t_m$ with $\Omega_m^2$. The correct relation follows from the zeros and poles of $F$. Multiplying $F$ by $\prod_k(\lambda-t_k)$ gives a cubic polynomial with leading coefficient 1 and zeros $\lambda_j$, hence

$$F(\lambda)=\frac{\prod_j(\lambda-\lambda_j)}{\prod_k(\lambda-t_k)} .$$

Multiply both forms of $F$ by $\lambda-t_m$ and let $\lambda\to t_m$. The sum leaves $-\Omega_m^2$, so

$$-\Omega_m^2=\frac{\prod_j(t_m-\lambda_j)}{\prod_{k\ne m}(t_m-t_k)} .$$

Reversing three differences in the numerator and two in the denominator changes the sign once:

$$\Omega_m^2=\frac{\prod_j(\lambda_j-t_m)}{\prod_{k\ne m}(t_k-t_m)} .$$

The six frequencies therefore determine the strengths, and through $W_{mj}$ the overlaps. For the soft mode,

$$\Omega_1^2=(\lambda_1-t_1)\,\frac{\lambda_2-t_1}{t_2-t_1}\,\frac{\lambda_3-t_1}{t_3-t_1}.$$

Interlacing makes both fractions greater than one, so in this model the neighbour splitting underestimates the strength of the softest mode. Here

$$\Omega_1^2\approx2.83\times10^4\times6.43\times2.32\approx4.22\times10^5\ {\rm cm}^{-2},$$

which gives 650 cm$^{-1}$. The manuscript keeps the first factor alone and obtains 168 cm$^{-1}$. What the splittings do conserve is their total: the trace of $D$ gives $\sum_m(\lambda_m-t_m)=\sum_m\Omega_m^2$.

To express this as a charge, choose a reference mass $\mu$ and define

$$\bar Z_m=\sqrt\mu\sum_\kappa\frac{Z^*_\kappa e_{m\kappa}}{\sqrt{M_\kappa}}
=\frac{\Omega_m}{e}\sqrt{\varepsilon_0\varepsilon_\infty V\mu},$$

with $\Omega_m$ as an angular frequency, $2\pi c$ times its wavenumber. For the round values $V=64$ Å$^3$, $\varepsilon_\infty=6$ and $\mu=16$ u, one cm$^{-1}$ corresponds to 0.01117 in units of $e$. The soft-mode charge is $650\times0.01117\approx7.3$. The neighbour splitting gives $168\times0.01117\approx1.9$, about a quarter of the correct value. The other two charges are 1.7 and 2.8, so the soft mode is the most polar of the three.

The static permittivity exposes the same error without eigenvectors. In a uniform field $E$ of frequency $\omega$, the energy $-VP_{\rm i}E$ drives the TO coordinates according to

$$(t_m-\omega^2)x_m=\sqrt{\varepsilon_0\varepsilon_\infty V}\,\Omega_mE .$$

Inserting $x_m$ into $P_{\rm i}=\sqrt{\varepsilon_0\varepsilon_\infty/V}\sum_m\Omega_mx_m$ and using $\varepsilon=\varepsilon_\infty+P_{\rm i}/(\varepsilon_0E)$ gives

$$\frac{\varepsilon(\omega)}{\varepsilon_\infty}=1+\sum_m\frac{\Omega_m^2}{t_m-\omega^2}=F(\omega^2).$$

At zero frequency the true strengths give $1+42.25+0.56+0.25=44.1$. The product form of $F$ gives the same value, $\prod_j\lambda_j/t_j=3.83\times5.07\times2.27\approx44.1$, which is the Lyddane–Sachs–Teller relation for three modes. Neighbour splittings used as strengths give $1+2.83+4.07+1.27\approx9.2$. They contradict the frequencies from which they were taken.

## When the soft mode goes to the top

The first diagonal element of $D$, written in the LO basis, is

$$t_1+\Omega_1^2=\sum_jW_{1j}\lambda_j .$$

Since $\lambda_1<\lambda_2$ and the weights sum to one, the right side is at most $(1-W_{13})\lambda_2+W_{13}\lambda_3$. Therefore

$$W_{13}\ge\frac{t_1+\Omega_1^2-\lambda_2}{\lambda_3-\lambda_2}.$$

If $t_1+\Omega_1^2>(\lambda_2+\lambda_3)/2$, more than half of TO1 lies in LO3. Each is then the largest component of the other, because every row and column of $W$ sums to one. The condition is sufficient, not necessary. In the example the left side is $4.33\times10^5$ and the right side $3.85\times10^5$ cm$^{-2}$, so it is met. The lower bound is 0.63; the overlap itself is 0.66.

The route to this result is seen by replacing $\Omega_m\Omega_k$ with $s\,\Omega_m\Omega_k$ and raising $s$ from 0 to 1. This is a mathematical device; the crystal has $s=1$. For small $s$, first-order perturbation theory gives $\lambda_m\approx t_m+s\Omega_m^2$ and mixing amplitudes of size $s|\Omega_m\Omega_k|/|t_m-t_k|$. Neighbour pairing is then correct: at $s=0.01$ each TO mode has more than 99.8% of its weight in the LO mode of the same number.

As $s$ grows, the diagonal element of TO1 overtakes that of TO2 at

$$s=\frac{t_2-t_1}{\Omega_1^2-\Omega_2^2}=\frac{3.0\times10^4}{4.0\times10^5}=0.075,$$

and that of TO3 at $2.4\times10^5/(3.6\times10^5)=0.67$. The eigenvalues cannot cross, since the interlacing holds for every $s>0$; the eigenvectors exchange character instead. Numerical root finding for equal overlaps places the changes in the largest partner of TO1, from LO1 to LO2 and from LO2 to LO3, at $s=0.077$ and $s=0.62$. With two modes alone, equal overlaps would occur where the diagonal elements meet; the differences come from the third mode. Following a level continuously from $s=0$ thus preserves its number but not its displacement pattern.

Even unlimited coupling does not make the match complete. For $s\to\infty$ the highest eigenvector becomes parallel to $(\Omega_1,\Omega_2,\Omega_3)$, and

$$W_{13}\to\frac{\Omega_1^2}{\sum_m\Omega_m^2}=\frac{422500}{507500}\approx0.83 .$$

## Required changes and their limits

The manuscript should assign its modes by the overlaps $W_{mj}$ and obtain mode charges from the product formula or directly from Born charges and TO eigenvectors. It should not replace its pairing rule by the equally general claim that the softest TO mode of every perovskite goes to the top. Exchanging the first two couplings, so that $\Omega_1=150$ and $\Omega_2=650$ cm$^{-1}$ at unchanged TO frequencies, gives LO wavenumbers of 107, 459 and 765 cm$^{-1}$. TO1 then has 96% of its weight in LO1 and 3% in LO3, while TO2 has 69% in LO3. Low frequency alone does not suffice. In LO3 the amplitudes are $x_m\propto\Omega_m/(\lambda_3-t_m)$, and $\lambda_3-t_1$ is the largest denominator, so TO1 can be the largest component of LO3 only if $|\Omega_1|$ is the largest coupling. A dominant charge is thus necessary for this, but it is not sufficient, even when $t_1+\Omega_1^2$ is the largest diagonal element: TO wavenumbers of 100, 200 and 300 cm$^{-1}$ with couplings of 650, 600 and 300 cm$^{-1}$ leave 50% of TO1 in LO1 and 46% in LO3. The guarantee is the inequality $t_1+\Omega_1^2>(\lambda_2+\lambda_3)/2$ derived above.

The formulas also need their assumptions. A mode with $\Omega_m=0$ keeps its frequency and drops out of the interlacing. Degenerate polar TO modes must first be combined into one charged and otherwise uncharged combinations. In a crystal of lower symmetry, $\varepsilon_\infty$ and the mode charges depend on direction, and the field can mix modes polarized along different axes. The overlaps must then be calculated from the full dynamical matrix for each direction of $\mathbf q$.
